\section*{How Widening the Penn Gap in W Changes Silicon's Exciton Binding}

\section{Question}

The static screened interaction $W$ binds the electron and hole in the Bethe--Salpeter equation. Describe silicon's screening by a Penn model with plasmon energy $P=16.6$ eV and average gap $E_g=4.8$ eV. If that gap is widened by $\Delta=0.7$ eV in $W$ alone, how much do the dielectric constant $\epsilon$ and the hydrogenic exciton binding $E_b$ change, and how do the changes scale?

\section{Answer}

The Penn formula with fixed plasmon energy lowers $\epsilon$ from 13.0 to 10.1 and raises the binding by about 64\%. With a reduced mass of 0.15 electron masses, the binding goes from 12 to 20 meV.

This answer assumes that the orbitals change along with the gap, so that the total oscillator strength is conserved. If the energies in $W$ are shifted while the orbitals are kept, as in a scissor correction, $\epsilon$ falls only to 11.4 and the binding rises by about 28\%, to 16 meV. I call the two cases A (fixed plasmon energy) and B (frozen orbitals). The difference between them follows from the response that defines $\epsilon$.

\section{From the static response to the Penn formula}

Take $N$ independent electrons in a volume $\Omega$, with filled states $v$, empty states $c$ and transition energies $E_{cv}=E_c-E_v>0$. Spin is included in the state labels. In the random-phase approximation each electron responds to the total potential energy $U\cos qx$, external plus induced. Local fields, meaning induced potentials that vary within a unit cell, are neglected, as is electron--hole attraction inside $W$.

To first order in $U$, the admixture of $c$ into $v$ is $-U\langle c|\cos qx|v\rangle/E_{cv}$. Admixtures among filled states cancel in the total density. The expectation value of $C=\sum_i\cos qx_i$ therefore changes by
\begin{equation}
\delta\langle C\rangle=-2U\sum_{vc}\frac{|\langle c|\cos qx|v\rangle|^2}{E_{cv}},
\end{equation}
where the 2 comes from the correction to the bra and to the ket.

For small $q$, define the interband length $|x_{cv}|$ by $|\langle c|e^{iqx}|v\rangle|=q|x_{cv}|$ at leading order. Write $\cos qx=(e^{iqx}+e^{-iqx})/2$. The two exponentials change the crystal momentum by opposite amounts, so they lead to different final states and their squares add without a cross term. Each contributes $q^2|x_{cv}|^2/4$, and
\begin{equation}
\delta\langle C\rangle=-Uq^2\sum_{vc}\frac{|x_{cv}|^2}{E_{cv}}.
\label{eq:response}
\end{equation}
The macroscopic induced density is $\delta n\cos qx$. Since $\cos^2qx$ averages to $1/2$, $\delta\langle C\rangle=\Omega\,\delta n/2$, which gives
\begin{equation}
\delta n=-\frac{2Uq^2}{\Omega}\sum_{vc}\frac{|x_{cv}|^2}{E_{cv}}.
\end{equation}

By Poisson's equation this density adds $U_{\rm ind}=e^2\delta n/(\epsilon_0q^2)$ to an electron's potential energy. With $U=U_{\rm ext}+U_{\rm ind}$ and $\epsilon=U_{\rm ext}/U$,
\begin{equation}
\epsilon-1=-\frac{U_{\rm ind}}{U}
=\frac{2e^2}{\epsilon_0\Omega}\sum_{vc}\frac{|x_{cv}|^2}{E_{cv}}.
\label{eq:epsx}
\end{equation}
Now define the oscillator strength and the plasmon energy,
\begin{equation}
f_{cv}=\frac{2m}{\hbar^2}E_{cv}|x_{cv}|^2,\qquad
P^2=\frac{\hbar^2e^2N}{\epsilon_0m\Omega}.
\end{equation}
Substituting $|x_{cv}|^2=\hbar^2f_{cv}/(2mE_{cv})$ into Eq.~\eqref{eq:epsx} gives
\begin{equation}
\epsilon-1=P^2\left\langle\frac1{E^2}\right\rangle,\qquad
\langle g(E)\rangle=\frac1N\sum_{vc}f_{cv}\,g(E_{cv}).
\label{eq:average}
\end{equation}

This is an average with total weight one if the strengths add up to $N$. To show that they do, let $H=p^2/2m+V(\mathbf r)$ with a local potential. The exponential shifts the momentum and commutes with $V$:
\begin{equation}
e^{-iqx}He^{iqx}=H+\frac{\hbar q}{m}p_x+\frac{\hbar^2q^2}{2m}.
\end{equation}
Subtract $E_v$, take the expectation value in $v$, insert a complete set of states $n$ on the left and sum over filled $v$. With time-reversal symmetry the total momentum of the filled states vanishes, so
\begin{equation}
\sum_v\sum_n(E_n-E_v)|\langle n|e^{iqx}|v\rangle|^2=\frac{N\hbar^2q^2}{2m}.
\label{eq:fsum}
\end{equation}
When $n$ is also filled, the pair $(n,v)$ is cancelled by the time-reversed pair with its members exchanged: the matrix elements have equal size and the energy differences opposite sign. Only empty states remain. Dividing by $\hbar^2q^2/2m$ as $q\to0$ gives $\sum_{vc}f_{cv}=N$, the f-sum rule.

The Penn model used here puts all this strength at one energy $E_g$:
\begin{equation}
\epsilon=1+\left(\frac{P}{E_g}\right)^2.
\label{eq:penn}
\end{equation}
Thus $E_g$ is an average over the whole valence absorption. It is not silicon's band edge, which lies near 1.1 eV; that value in Eq.~\eqref{eq:penn} would give $\epsilon$ above 200.

\section{Two ways to widen the gap}

\subsection{A: fixed plasmon energy}

Suppose a stronger local potential widens the gap. The orbitals then change too, but Eq.~\eqref{eq:fsum} still holds. At fixed electron density $P$ is unchanged, and if the strength still sits at one energy,
\begin{equation}
\epsilon_A=1+\frac{P^2}{(E_g+\Delta)^2}.
\label{eq:A}
\end{equation}
One power of the gap comes from the energy denominator in Eq.~\eqref{eq:epsx}. The other comes from $|x_{cv}|^2\propto1/E$: at fixed oscillator strength, a wider gap means a smaller interband length. The sum rule fixes only the total strength. In a real crystal a stronger potential also moves strength to higher transitions, so $\Delta$ in Eq.~\eqref{eq:A} must be read as the shift of the Penn average gap, which can exceed the shift of the individual interband transitions.

\subsection{B: frozen orbitals}

A scissor shift adds $\Delta\,Q$ to $H$, where $Q$ projects on the empty states of the unshifted crystal. Every transition energy grows by $\Delta$, while the orbitals, and with them $|x_{cv}|$, stay the same. Only the denominator in Eq.~\eqref{eq:epsx} changes:
\begin{equation}
\epsilon-1=P^2\left\langle\frac1{E(E+\Delta)}\right\rangle,
\qquad
\epsilon_B=1+\frac{P^2}{E_g(E_g+\Delta)},
\label{eq:B}
\end{equation}
where $f$ and $E$ in the average are those of the unshifted crystal, and the second form is for one gap.

The f-sum rule in its local form no longer applies, because $Q$ is nonlocal and does not commute with $e^{iqx}$. Strengths computed with the shifted energies are $f(1+\Delta/E)$. In the one-gap model their sum is larger than $N$ by the factor $1+0.7/4.8=1.146$. Multiplying $P^2$ in Eq.~\eqref{eq:A} by this factor gives Eq.~\eqref{eq:B}, so the two rules differ by this excess strength.

\subsection{A test on a crystal with many transition energies}

The response laws can be tested where the strength is spread over many energies. Take a one-dimensional crystal $H=p^2+2V\cos x$, in units with $\hbar^2/2m=1$, with one filled band and 40 cells. Diagonalizing it with a weak added cosine gives $-\delta\langle C\rangle/(NUq^2)$ directly. By Eq.~\eqref{eq:response} its limit at small $q$ should be $\langle1/E^2\rangle$, or $\langle1/[E(E+\Delta)]\rangle$ after a scissor shift.

The direct results quoted here are extrapolated to $q=0$ from the two smallest wavenumbers that fit in the 40 cells. For $V=0.2$ the direct result is 4.353 and the strength sum is 4.353. With a scissor shift of 0.1 both become 3.562. Keeping each $f$ fixed while shifting its energy, $\langle1/(E+\Delta)^2\rangle$, would give 2.918, which is not the frozen-orbital response. For $V=0.3$ the direct result and the sum are both 2.054 without the shift and 1.786 with it. The f-sum rule was confirmed for both values of $V$ without the shift, as case A requires of a change in a local potential. This confirms the total strength only, not how it is redistributed when $V$ changes.

\section{From the dielectric constant to the binding}

The direct part of the Bethe--Salpeter kernel is $-W$. For an exciton much larger than the distance over which screening builds up, it becomes $-e^2/(4\pi\epsilon_0\epsilon r)$. Take one parabolic reduced mass $\mu$, in units of the electron mass $m$, and omit electron--hole exchange. Let $T=\hbar^2/(2\mu m)$ and $K=e^2/(4\pi\epsilon_0)$. For zero angular momentum the radial function $u(r)$ obeys
\begin{equation}
-Tu''-\frac{K}{\epsilon r}u=-E_bu .
\end{equation}
Try $u=re^{-r/a}$, for which $u''=(-2/a+r/a^2)e^{-r/a}$. After division by $e^{-r/a}$,
\begin{equation}
\frac{2T}{a}-\frac{Tr}{a^2}-\frac K\epsilon=-E_br .
\end{equation}
The constant terms give $a=2T\epsilon/K$, and the terms in $r$ give $E_b=T/a^2$. With the Bohr radius $a_0=\hbar^2/(mK)$ and the Rydberg energy ${\rm Ry}=\hbar^2/(2ma_0^2)$,
\begin{equation}
a=\frac{\epsilon}{\mu}a_0,\qquad E_b={\rm Ry}\,\frac{\mu}{\epsilon^2}.
\label{eq:hydrogen}
\end{equation}
This $u$ has no node for $r>0$, so it is the ground state. Weaker screening strengthens the attraction and also shrinks the orbit, hence two powers of $\epsilon$. At fixed $\mu$,
\begin{equation}
\frac{E_b^{\rm new}}{E_b^{\rm old}}=\left(\frac{\epsilon_{\rm old}}{\epsilon_{\rm new}}\right)^2 .
\label{eq:ratio}
\end{equation}

\section{Numbers for the silicon-like case}

The initial dielectric constant is
\begin{equation}
\epsilon=1+\left(\frac{16.6}{4.8}\right)^2=12.96 .
\end{equation}
After widening to 5.5 eV,
\begin{align}
\epsilon_A&=1+\left(\frac{16.6}{5.5}\right)^2=10.11,\\
\epsilon_B&=1+\frac{16.6^2}{4.8\times5.5}=11.44 .
\end{align}
Relative to the initial value, $\epsilon$ falls by 22\% in A and 12\% in B. Equation~\eqref{eq:ratio} gives
\begin{equation}
\left(\frac{12.96}{10.11}\right)^2=1.64,\qquad
\left(\frac{12.96}{11.44}\right)^2=1.28 .
\end{equation}

For the absolute binding take the rough value $\mu=0.15$:
\begin{equation}
E_b=\frac{13.6057\times0.15}{12.96^2}\ {\rm eV}=12.15\ {\rm meV}.
\end{equation}
The same formula gives 19.97 meV in A and 15.60 meV in B. Diagonalizing the radial equation on a grid reproduces all three values to the digits shown. The model itself deserves no more than 12, 20 and 16 meV. The radius $a$ is 4.6 nm at first, 3.6 nm in A and 4.0 nm in B.

Because the gap is widened in $W$ alone, the band edges and masses in the exciton equation are held fixed. The exciton level then moves down by about 8 meV in A or 3 meV in B. If the band edge were also raised by 0.7 eV, that shift would be far larger than the change in binding.

\section{How the effect scales}

For small $\Delta$, Eq.~\eqref{eq:A} gives $\delta\epsilon=-2(\epsilon-1)\Delta/E_g$ and Eq.~\eqref{eq:B} gives half of that. Since $\delta E_b/E_b=-2\,\delta\epsilon/\epsilon$,
\begin{equation}
\left(\frac{\delta E_b}{E_b}\right)_A\simeq
4\,\frac{\epsilon-1}{\epsilon}\,\frac{\Delta}{E_g},\qquad
\left(\frac{\delta E_b}{E_b}\right)_B\simeq
2\,\frac{\epsilon-1}{\epsilon}\,\frac{\Delta}{E_g}.
\label{eq:linear}
\end{equation}
These give 54\% and 27\%, against 64\% and 28\% from the full ratios. The linear form serves well in B, but in A it misses about ten percentage points.

For strong screening, $P\gg E_g+\Delta$, the 1 in $\epsilon$ can be dropped. The binding ratio then tends to $(1+\Delta/E_g)^4$ in A and $(1+\Delta/E_g)^2$ in B. Here these limits are 1.72 and 1.31, close to the full results. For weak screening, $P\ll E_g$, $\epsilon$ is near 1 whatever the gap, and the binding hardly responds.

\section{What the estimate leaves out}

\paragraph{Strength of the screening.} Suppose a prefactor of 0.9 multiplies $\epsilon-1$ in every case. The initial $\epsilon$ becomes 11.76, which raises the initial binding by about 21\%. The binding ratios become 1.636 and 1.281, almost unchanged. The relative effect is thus much less sensitive to this factor than the absolute binding.

\paragraph{Spread of transition energies.} Put half the strength at 3.80 eV and half at 7.55 eV, which leaves the initial $\epsilon$ unchanged. Shift both energies by 0.7 eV, keeping each $f$ in A and each $|x_{cv}|$ in B. The binding ratios rise to 1.74 and 1.32. The direction follows from the initial slope of $\epsilon$, which is $-2P^2\langle E^{-3}\rangle$ in A and half that in B. By the inequality of power means, $\langle E^{-3}\rangle\ge\langle E^{-2}\rangle^{3/2}$, so a spread at fixed $\epsilon$ steepens the initial fall. This assumed spread changes the ratios more than the prefactor, the $q$ dependence or the mass anisotropy do. Keeping each $f$ in A is itself an assumption. In a local empirical-pseudopotential model of silicon, scaling the potential until the dominant transitions rise by 0.7 eV lowers $\epsilon$ from 11.4 to about 8.2, a binding ratio near 2.0, whereas keeping each $f$ gives 8.8 and a ratio near 1.7.

\paragraph{Screening at short distance.} Assume $\epsilon(q)=1+P^2/(E_g+\hbar^2q^2/2m)^2$, a simple one-pole form. The density of the hydrogenic state has the Fourier transform $(1+q^2a^2/4)^{-2}$, and its mean attraction at constant $\epsilon$ is $K/(\epsilon a)=2E_b$. First-order perturbation theory then gives, with $y=qa$,
\begin{equation}
\frac{\delta E_b}{E_b}=\frac4\pi\int_0^\infty
\frac{\epsilon/\epsilon(y/a)-1}{(1+y^2/4)^2}\,dy .
\end{equation}
To first order the gain is 0.6\% initially and 0.8\% in A. These are lower bounds, because the hydrogenic orbital acts as a trial state; solving the radial equation with this $\epsilon(q)$ gives about 0.7\% and 1.0\%. Within this form of $\epsilon(q)$, the large-exciton assumption is safe. A form fitted to silicon with a Thomas--Fermi term falls faster with $q$ and gives a gain of about 2\%, with the ratio in A still near 1.65.

\paragraph{Anisotropic mass.} Take rough electron masses of 0.19 across and 0.92 along a conduction valley, and an isotropic hole mass of 0.358 chosen to keep the mean inverse reduced mass at $1/0.15$. An ellipsoidal trial orbital raises the binding by 3.8\% relative to the isotropic formula; being variational, it gives a lower bound on the gain. This hole mass is a fitting choice: silicon's average hole mass is nearer 0.23, which gives $\mu\approx0.12$ and a gain of about 2.4\%. The ratio in Eq.~\eqref{eq:ratio} is not affected. Setting $\mathbf r=\epsilon\mathbf s$ multiplies both the anisotropic kinetic energy and the potential $1/(\epsilon r)$ by $1/\epsilon^2$, so every binding energy still scales as $1/\epsilon^2$.

\paragraph{Comparison with silicon.} Four valence electrons per atom, with eight atoms in a cubic cell of edge about 0.54 nm, give a density of about 200 nm$^{-3}$ and a plasmon energy of about 17 eV, in line with the chosen $P$. Silicon's static dielectric constant is roughly 12 and its exciton binding roughly 15 meV, so the initial model is of the right size. That B lands near 15 meV is no evidence for B, since $\mu$ is a rough input. A device at room temperature breaks the assumption of an undisturbed bound pair: the thermal energy at 300 K is 25.9 meV, above all three model bindings. The estimate therefore concerns low temperature and a crystal without appreciable free carriers.

Local fields, electron--hole attraction inside $W$ and the degeneracy of the valence band have not been sized. The static form of $W$ is reasonable here because the binding, at most 20 meV, is far below the several-eV transition energies that produce the screening. The numerical output below gives the values in more detail.

\section*{Calculated quantities}
\begin{verbatim}
Plasmon energy: 16.6 eV
Average gap, widening: 4.8, 0.7 eV
Widened average gap: 5.5 eV
Reduced mass (rough): 0.15 electron masses
Rydberg energy: 13.6057 eV
Bohr radius: 0.05292 nm
Lattice constant (rough): 0.543 nm
Valence electron density: 199.9 nm^-3
Plasmon energy from density: 16.60 eV
initial: epsilon = 12.960 (dimensionless)
initial: binding = 12.15 meV
initial: radial-grid binding = 12.15 meV
initial: exciton radius = 4.57 nm
A: epsilon = 10.109 (dimensionless)
A: binding = 19.97 meV
A: radial-grid binding = 19.97 meV
A: exciton radius = 3.57 nm
B: epsilon = 11.438 (dimensionless)
B: binding = 15.60 meV
B: radial-grid binding = 15.60 meV
B: exciton radius = 4.04 nm
Epsilon change A, B: -22.0, -11.7 %
Binding ratio A, B: 1.643, 1.284
Binding change A, B: 64.3, 28.4 %
Linear binding change A, B: 53.8, 26.9 %
Scissor strength factor: 1.1458
1D crystal (dimensionless): V, shift, direct, sum, fixed-f sum
  0.2000, 0.0000, 4.3530, 4.3532, 4.3532
  0.2000, 0.1000, 3.5621, 3.5622, 2.9175
  0.3000, 0.0000, 2.0543, 2.0543, 2.0543
  0.3000, 0.1000, 1.7856, 1.7856, 1.5527
Penn prefactor tested: 0.9
Prefactor epsilon initial, A, B: 11.76, 9.20, 10.39
Prefactor binding ratio A, B: 1.636, 1.281
Split transition energies: 3.80, 7.55 eV
Split epsilon A, B: 9.83, 11.27
Split binding ratio A, B: 1.738, 1.322
epsilon(q) binding gain initial, A: 0.56, 0.78 %
Electron masses t, l (rough): 0.19, 0.92 m_e
Matching hole mass: 0.358 m_e
Reduced masses t, l: 0.124, 0.258 m_e
Best orbital axis ratio l/t: 0.772
Anisotropy binding gain: 3.8 %
Thermal energy at 300 K: 25.9 meV
\end{verbatim}
